# Exact pressure of a one-dimensional gas of charged sheets

**Setting.** Parallel sheets of area \(A\) carry charge \(s_j=+1\) or \(-1\) and move along \(x\) between walls at \(0\) and \(L\), in a medium of relative permittivity \(\varepsilon\). They are classical, have no thickness and may pass through one another. The total charge is zero, the walls are uncharged and there is no field outside. Both species have fugacity \(z\), a number per length that contains the momentum integral. Atomic units are used in the algebra (\(e=4\pi\varepsilon_0=1\)), and \(\beta=1/kT\). The force \(F\) on an end wall follows from the grand partition function \(\Xi\) by \(\beta F=\partial\ln\Xi/\partial L\) at fixed \(z\), \(\beta\) and \(A\).

## Part (a)

*Write the energy as a sum over pairs and as a sum over the gaps between sheets, and show that the two agree.*

**Answer.** By Gauss's law a unit sheet has the field \(2\pi/(\varepsilon A)\) on each side, pointing away from it if it is positive. Its potential is \(-2\pi|x|/(\varepsilon A)\), up to a constant that drops out for a neutral system. Hence

\[
\beta U=-u\sum_{i<j}s_is_j|x_i-x_j|,\qquad u=\frac{2\pi\beta}{\varepsilon A}.
\]

Here \(u\) is an inverse length: separating two opposite sheets by \(1/u\) costs \(kT\).

The field jumps by \(4\pi/(\varepsilon A)\) at each sheet. Starting from zero outside, it is \(4\pi m/(\varepsilon A)\), where \(m(x)=\sum_j s_j\,\theta(x-x_j)\) is an integer. The field energy per length is

\[
\frac{\varepsilon A}{8\pi}\left(\frac{4\pi m}{\varepsilon A}\right)^2=\frac{2\pi m^2}{\varepsilon A},
\]

which is \(um^2\) after multiplication by \(\beta\). To compare with the pair form, integrate:

\[
\int_0^L m^2dx=\sum_{i,j}s_is_j\,[L-\max(x_i,x_j)],\qquad \max(x_i,x_j)=\tfrac12(x_i+x_j+|x_i-x_j|).
\]

The terms in \(L\), \(x_i\) and \(x_j\) each contain a free factor \(\sum_j s_j=0\). What remains is \(-\frac12\sum_{i,j}s_is_j|x_i-x_j|=-\sum_{i<j}s_is_j|x_i-x_j|\), so

\[
\beta U=u\int_0^L m(x)^2dx .
\]

A long-range pair interaction has become a local energy for the field.

## Part (b)

*Express \(\Xi\) through an operator acting on the integer field, and find \(\beta F\) for large \(L\).*

**Answer.** With \(N/2\) sheets of each sign, the factor \(1/[(N/2)!]^2\) removes the relabelling of equal sheets. One may therefore integrate over ordered positions \(x_1<\dots<x_N\) and sum over all neutral sign sequences, with weight \(z^N e^{-\beta U}\). A gap of length \(\ell\) and field \(m\) contributes \(e^{-um^2\ell}\); a sheet contributes \(z\) and changes \(m\) by \(\pm1\). This is the expansion in powers of \(z\) of

\[
\Xi(L)=\langle0|e^{LM}|0\rangle,\qquad M=-u\,m^2+zW,\qquad W=S_++S_-,
\]

where \(S_\pm|m\rangle=|m\pm1\rangle\). The two states \(|0\rangle\) impose zero outer field and neutrality.

As a numerical test, take \(uL=1.5\) and \(zL=0.4\). Direct integration with the pair energies, up to six sheets, gives \(\Xi=1.10581590\), and the operator gives \(1.10581621\). The difference, \(3\times10^{-7}\), is positive and below the bound \(1.1\times10^{-6}\) on the omitted terms with eight or more sheets.

Since \(um^2\) grows without limit, \(M\) has discrete eigenvalues. Its off-diagonal elements are non-negative and connect all \(m\), so all elements of \(e^{LM}\) are positive. The largest eigenvalue \(\Lambda\) is then non-degenerate, and its eigenvector has components \(c_m>0\). With \(\Delta\) the gap to the next eigenvalue that contributes,

\[
\ln\Xi=\Lambda L+\ln c_0^2+O(e^{-\Delta L}),\qquad \beta F\to\Lambda .
\]

The constant \(\ln c_0^2\) is the effect of the two walls.

## Part (c)

*Turn the eigenvalue problem into a Mathieu equation and state the pressure.*

**Answer.** Represent \(|m\rangle\) by \(e^{im\phi}/\sqrt{2\pi}\). Then \(m^2\to-d^2/d\phi^2\) and \(S_\pm\to e^{\pm i\phi}\), and with \(\lambda=-\Lambda\)

\[
-u\,\psi''-2z\cos\phi\,\psi=\lambda\psi,\qquad \psi(\phi+2\pi)=\psi(\phi).
\]

The periodicity expresses that \(m\) is an integer. Put \(\phi=2v\) and \(y(v)=\psi(2v)\), so that \(\psi''=y''/4\). Multiplication by \(-4/u\) gives

\[
y''+\left(\frac{4\lambda}{u}+\frac{8z}{u}\cos2v\right)y=0 .
\]

The standard form is \(y''+(a-2Q\cos2v)y=0\). Comparison gives \(a=4\lambda/u\) with parameter \(-4z/u\). The shift \(v\to v+\pi/2\) reverses the sign of the cosine and keeps the period \(\pi\), so one may take \(Q=4z/u\). The lowest value with period \(\pi\) is called \(a_0(Q)\). Therefore

\[
\boxed{\;\beta F=-\frac u4\,a_0\!\left(\frac{4z}{u}\right),\qquad P=\frac FA\;}
\]

This is exact for the sheet model at large \(L\).

The condition on the walls matters. Charges \(\theta\) and \(-\theta\) on the two walls replace \(m\) by \(m+\theta\). An integer \(\theta\) only relabels \(m\). For other \(\theta\), write the ground state as \(\psi=|\psi|e^{i\chi}\). Its energy is

\[
\int\left[u(|\psi|')^2+u|\psi|^2(\chi'+\theta)^2-2z\cos\phi\,|\psi|^2\right]d\phi ,
\]

which is at least the energy of the periodic function \(|\psi|\) at \(\theta=0\). That energy is in turn at least the ground-state energy at \(\theta=0\). For the two ground-state energies to be equal, \(|\psi|\) would have to be the ground state at \(\theta=0\), which has no zeros, and \(\chi'\) would have to be \(-\theta\). Without zeros \(\chi\) is continuous and changes by a multiple of \(2\pi\) around the circle, so \(\theta\) would have to be an integer. (At \(\theta=\frac12\) the phase term does vanish, but \(|\psi|\) then has a zero and a higher energy.) A fractional wall charge thus lowers the force.

## Part (d)

*Relate the density at a wall to the force, and give the bulk density.*

**Answer.** Since \(\langle0|m^2=0\),

\[
\frac{\partial\Xi}{\partial L}=\langle0|Me^{LM}|0\rangle=z\langle0|We^{LM}|0\rangle .
\]

The right side is also the weight per length for finding a sheet at the wall, that is, \(\Xi\) times the contact density \(\rho_{\rm w}\) of both species. Hence \(\beta F=\rho_{\rm w}\), for any \(L\). The walls feel only the impacts of sheets, because the field at an uncharged wall is zero.

The mean number of sheets is \(z\,\partial\ln\Xi/\partial z\). For large \(L\) the density is

\[
n=z\frac{d(\beta F)}{dz}=2z\langle\cos\phi\rangle ,
\]

where the second form is the first-order change of the eigenvalue with \(z\).

## Part (e)

*Obtain an equation for \(\beta F\) without the Mathieu function, and use it for the dilute gas to order \(z^4\).*

**Answer.** Take the Laplace transform \(\int_0^\infty e^{-pL}\,\Xi\,dL\). Each gap now gives \(1/(p+um^2)\). Let \(g_m\) be the sum over all field sequences that start and end at \(m\ge1\) without going below it. Each excursion upwards costs two sheets, so summing the geometric series of excursions gives \(g_m=1/(p+um^2-z^2g_{m+1})\). From \(m=0\) there are excursions to both sides, and the transform is \(1/(p-2z^2g_1)\). The growth rate of \(\Xi\) is the rightmost pole:

\[
p=\cfrac{2z^2}{p+u-\cfrac{z^2}{p+4u-\cdots}},\qquad p=\beta F .
\]

For \(z\ll u\), \(p\) is of order \(z^2\). Expanding the denominator about \(u\),

\[
p=\frac{2z^2}{u}-\frac{2z^2}{u^2}\left(p-\frac{z^2}{4u}\right)+\dots,
\]

and inserting \(p=2z^2/u\) in the bracket, which becomes \(7z^2/(4u)\),

\[
\beta F=\frac{2z^2}{u}-\frac{7z^4}{2u^3}+\dots,\qquad n=\frac{4z^2}{u}-\frac{14z^4}{u^3}+\dots
\]

Thus \(\beta F/n\to\frac12\). The leading term is \(z^2\cdot2\int_0^\infty e^{-ux}dx\), the weight of one neutral pair in either order. The dilute gas is an ideal gas of pairs with mean separation \(1/u\). The picture fails when pairs overlap, at \(z\) comparable with \(u\).

## Part (f)

*Treat the dense gas, \(z\gg u\), and compare with Debye-Hückel theory.*

**Answer.** The ground state sits near \(\phi=0\), where \(-2z\cos\phi=-2z+z\phi^2-z\phi^4/12+\dots\) The oscillator \(-u\,d^2/d\phi^2+z\phi^2\) has the ground state \(e^{-\alpha\phi^2/2}\) with \(\alpha=\sqrt{z/u}\) and energy \(u\alpha=\sqrt{uz}\). In it \(\langle\phi^4\rangle=3/(4\alpha^2)=3u/(4z)\), so the quartic term adds \(-u/16\). Changing the sign of the total,

\[
\beta F=2z-\sqrt{uz}+\frac u{16}+O(u^{3/2}z^{-1/2}),\qquad n=2z-\tfrac12\sqrt{uz}+O(u^{3/2}z^{-1/2}).
\]

In linearized mean-field theory the potential around a positive sheet, in units of \(kT\), obeys \(\Psi''=2un\Psi-2u\delta(x)\). So \(\Psi=(u/\kappa)e^{-\kappa|x|}\) with \(\kappa^2=2un\). The sheet's own potential \(-u|x|\) vanishes at \(x=0\), so the other sheets contribute \(u/\kappa\) there. The energy per length is \(\beta U/L=nu/(2\kappa)\). Since \(\beta U\) is proportional to \(u\), the excess free energy per length follows by integration over \(u\) at fixed \(n\):

\[
\beta f_{\rm ex}=\int_0^u\frac{n\,du'}{2\sqrt{2u'n}}=\sqrt{\frac{un}2}=\frac\kappa2 .
\]

As \(\kappa\propto\sqrt n\), the pressure relation \(\beta F=n+n\,\partial(\beta f_{\rm ex})/\partial n-\beta f_{\rm ex}\) gives

\[
\beta F_{\rm DH}=n+\frac\kappa4-\frac\kappa2=n-\frac\kappa4 .
\]

Inserting the dense expansion of \(n\) gives \(\kappa/4=\frac12\sqrt{uz}-u/16+\dots\), so this law reproduces all three terms of \(\beta F\) above. Mean-field theory for the uniform bulk, without correlations, gives \(\beta F=n\). In the dilute gas the Debye-Hückel law fails: it is negative for \(n<u/8\).

The screening length also follows from the spectrum. The field operator \(m\) is odd, so it connects the ground state to odd states, the lowest of which has the Mathieu value \(b_2\). Charge correlations decay at the rate \((u/4)(b_2-a_0)\). For \(z\gg u\) this is the oscillator spacing \(2\sqrt{uz}\), equal to \(\kappa\) at leading order.

## Part (g)

*Apply the result to monovalent salt in a long water-filled pore through a polymer membrane: radius \(R=1\) nm, \(\varepsilon=78\), polymer permittivity \(\varepsilon_p=3\), 300 K, uncharged wall, reservoir activity 0.5 mol/L.*

**Answer.** The polymer's low permittivity guides the field along the pore, so that an ion acts approximately as a sheet with \(A=\pi R^2=3.142\) nm². The Bjerrum length, \(\beta/\varepsilon\) in atomic units, is \(l_B=0.714\) nm. Then

\[
u=\frac{2\pi l_B}{A}=\frac{2l_B}{R^2}=1.428\ \mathrm{nm^{-1}} .
\]

An activity of 0.5 mol/L corresponds to 0.301 nm\(^{-3}\), and multiplication by \(A\) gives \(z=0.946\) nm\(^{-1}\). Hence \(Q=4z/u=2.649\) and \(a_0=-2.353\), and

\[
\beta F=\frac{1.428}{4}\times2.353=0.840\ \mathrm{nm^{-1}} .
\]

The pole equation of part (e) gives the same value. With \(kT=4.14\) pN nm the force is 3.48 pN, and division by \(A\) gives \(P=1.11\) MPa, or 0.0069 eV/nm³.

The density is \(n=1.276\) nm\(^{-1}\), so \(\beta F/n=0.66\), between the pair value \(\frac12\) and the ideal value 1. An ideal gas would give 1.68 MPa at the same density and 2.49 MPa at the same fugacity. The charge correlation length is 0.48 nm, against \(1/\kappa=0.52\) nm. Half charges of opposite sign on the end walls would lower \(\beta F\) to 0.816 nm\(^{-1}\).

Changing only the activity gives, in nm\(^{-1}\):

| Activity (mol/L) | \(n\) | \(\beta F\) | \(n-\kappa/4\) |
|---|---|---|---|
| 0.1 | 0.095 | 0.049 | −0.035 |
| 0.5 | 1.276 | 0.840 | 0.799 |
| 1.0 | 2.953 | 2.237 | 2.227 |

At 0.1 mol/L, \(n\) is below \(u/8=0.179\) nm\(^{-1}\) and the Debye-Hückel pressure is negative, while \(\beta F/n=0.51\) shows nearly complete pairing.

## Part (h)

*Estimate what the sheet model neglects in this pore, and judge the result.*

**Answer.** *Field leakage.* Let the potential be uniform over the pore section. For wave number \(k\) along the pore, Gauss's law with the outside solution \(K_0(k\rho)\) gives the pair interaction \(2u/(k^2+f)\), where

\[
f(k)=\frac{2\varepsilon_p}{\varepsilon R}\,\frac{kK_1(kR)}{K_0(kR)} .
\]

Approximate it by \(w(x)=u\xi e^{-|x|/\xi}\) with the same value at \(x=0\). This requires \(\xi=(2/\pi)\int_0^\infty dk/(k^2+f)=6.0\) nm. A lone ion now costs \(w(0)/2=u\xi/2=4.3\,kT\) instead of an infinite energy. (This is the value for a potential uniform over the section; a point ion costs \(3.6\,kT\) on the axis and about \(4.1\,kT\) at 0.74 nm from it.)

The interaction \(w\) is the correlation function of a coordinate \(\phi\) governed by \(-u\,d^2/d\phi^2+\phi^2/(4u\xi^2)\): this oscillator has ground energy \(1/(2\xi)\), level spacing \(1/\xi\) and \(\langle\phi^2\rangle=u\xi\). Averaging \(e^{\pm i\phi}\) for each ion and summing over ions adds \(-2z\cos\phi\) to the operator. If \(E_0\) is its new ground energy, then \(\beta F=1/(2\xi)-E_0\), the first term removing the empty pore. The result is 1.20 MPa, 8% above the sheet value at fixed activity. The single exponential understates the effect, because \(f\) exceeds \(\xi^{-2}\) at the wave numbers that matter for screening (0.19 against 0.027 nm\(^{-2}\) at \(k=2\) nm\(^{-1}\)). The Gibbs-Bogoliubov inequality with \(w\) as reference shows that the interaction \(2u/(k^2+f)\) itself raises the pressure by at least 10.7%, and a Gaussian estimate gives about 11%, or 1.23 MPa. The sign is understood: \(2u/(k^2+\xi^{-2})<2u/k^2\), so every neutral arrangement costs less, and non-neutral ones are added.

*Near field.* For a point ion on the axis, the potential in \(k\) is \(K_0(k\rho)+C\,I_0(k\rho)\) inside and proportional to \(K_0(k\rho)\) outside. Continuity of the potential and of the normal displacement gives, with all arguments \(kR\),

\[
C=\frac{(\varepsilon-\varepsilon_p)K_0K_1}{\varepsilon I_1K_0+\varepsilon_pI_0K_1},\qquad
B(x)=\frac{2l_B}\pi\int_0^\infty C\cos kx\,dk .
\]

An opposite pair costs \(B(0)-B(x)-l_B/x\) in \(kT\), relative to separate ions in the reservoir. At 1 nm this is \(-0.36\), against \(+1.43\) for sheets; at 2 nm it is \(+0.70\) against \(+2.86\). With a contact distance of 0.5 nm, the Boltzmann weight of pairs up to 3 nm apart is 3.4 times that of sheets. This factor includes the leakage treated above; for \(\varepsilon_p\to0\), with the near field alone, it is 2.6. In a dilute gas this factor would multiply the pressure due to such pairs; free ions, each at a finite cost, would add to it. At 0.5 mol/L the gas is not dilute, so the factor shows only that the near field is a large correction. It is an on-axis estimate, not a bound.

*Ion size.* With a contact distance of 0.5 nm, the ion centres stay 0.25 nm away from the wall. The section open to them is \(0.75^2=0.56\) of \(A\), so at fixed activity \(z\) falls to 0.532 nm\(^{-1}\), while \(u\), set by the whole water-filled section, is unchanged. The sheet formula then gives \(\beta F=0.331\) nm\(^{-1}\), which is 61% lower. In a dilute gas the weight of a pair is multiplied by \(0.56^2=0.32\), which nearly cancels the near-field factor. That factor is 3.4 on the axis and 3.0 when hard-core ions are averaged over the open section, so the product is 1.06 or 0.94. The ions also exclude one another. They fill a fraction \(\eta=0.027\) of the pore, and the first hard-sphere correction in bulk, \(4\eta n\), is 16% of \(\beta F\) at fixed density; for centres spread evenly over the open section it is about 22%.

*Permittivity of the water.* Lowering the water permittivity to 60, as a trial value for confined water, reduces the pressure by 14% at fixed \(z\) and radius. This counts only the change of \(u\): an ion also pays solvation energy on entering a medium of lower permittivity, which lowers \(z\) at fixed activity and is not included.

*The real case.* Track-etched polymer membranes commonly have pores from roughly ten nanometres upwards, so 1 nm is at the extreme narrow end. In wider pores \(u\) falls as \(R^{-2}\) and \(z\) rises as \(R^2\) at fixed activity, which moves the sheet model towards the ideal gas, while its assumption of a field uniform over the section becomes worse. Etched polyester walls carry acid groups and are nearly neutral only in acid solution. A wall charge of 1 µC/cm² would amount to 0.39 charges per nm, about 30% of \(n\), and is not covered by the formula. The value 1.1 MPa is therefore exact for sheets and an order-of-magnitude estimate for ions in such a pore; the near field and the exclusion of ion centres from the wall region are the largest of the corrections estimated here, and they act in opposite directions. The input values are listed in the numerical output.

## Computed results

```
temperature 300 K, pore radius 1.0 nm
permittivity water 78, polymer 3
reservoir activity 0.50 mol/L
pore cross-section A = 3.1416 nm^2
Bjerrum length = 0.7141 nm
u = 1.4282 1/nm
z = 0.9460 1/nm
Q = 4z/u = 2.6493
a_0(Q) = -2.35281
beta F exact = 0.84008 1/nm
beta F from Laplace pole = 0.84008 1/nm
total density n = 1.27608 1/nm
beta F / n = 0.6583
PRESSURE exact = 1.1076 MPa = 0.006913 eV/nm^3
pressure of ideal gas at same z = 2.4943 MPa
pressure of ideal gas at same n = 1.6824 MPa
wall term ln c_0^2 = -0.3384
charge correlation length = 0.4842 nm
Debye length 1/kappa = 0.5238 nm
beta F with half charges on walls = 0.8162 1/nm
test sum, pair energies up to 6 sheets = 1.10581590
test sum, transfer operator = 1.10581621
test sum, bound on omitted terms = 1.1e-06
activity mol/L | z/u | n | beta F exact | Debye-Hueckel | leaky (1/nm)
  0.1 | 0.1325 | 0.0946 | 0.0487 | -0.0353 | 0.0609
  0.5 | 0.6623 | 1.2761 | 0.8401 | 0.7988 | 0.9077
  1.0 | 1.3247 | 2.9528 | 2.2366 | 2.2267 | 2.3156
neglected effects at the main activity:
leakage length xi = 6.046 nm
cost of a lone ion u xi/2 = 4.318 kT
true / leaky pair energy at 2, 3, 5 nm = 1.042, 1.073, 1.162
pressure with leakage = 1.1968 MPa (+8.1 %)
pair cost at 0.5 nm: on-axis ions -1.331 kT, sheets +0.714 kT
pair cost at 1.0 nm: on-axis ions -0.362 kT, sheets +1.428 kT
pair cost at 2.0 nm: on-axis ions +0.698 kT, sheets +2.856 kT
ion contact distance = 0.5 nm
pair weight within 3 nm, ions/sheets = 3.360
ion packing fraction = 0.0266
excluded-volume pressure 4 eta n / (beta F) = 16.2 %
pressure with water permittivity 60 = 0.9550 MPa (-13.8 %)
line charge of a 1 uC/cm2 wall = 0.3922 e/nm
```
